# Perdew-Zunger correction of the uniform gas: Bloch versus localized orbitals: a program that tests the result

```python
# Perdew-Zunger (PZ) correction of the uniform electron gas, per electron:
#   correction = -(U[n_i] + E_xc[n_i, 0]) averaged over occupied orbitals i.
# Result under test: it vanishes like 1/L for plane waves in a box of side L,
# but tends to a nonzero constant for localized packets of the same Fermi sea.
# A packet made from a cube of side D in k-space has the density
#   n(r) = product over x,y,z of (D/2pi) sinc^2(D x/2),
# so U = u*D and E_x = -x*D. The Fermi sphere is tiled by dyadic cubes.
# Hartree atomic units; rs = Wigner-Seitz radius, kF = Fermi wavevector.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi
C_POL = 0.75 * (6 / PI) ** (1 / 3)   # polarized LSDA: E_x = -C_POL int n^(4/3)


def eps_polarized(code, density):
    """Energy per electron of a fully spin-polarized density."""
    density = np.atleast_1d(np.asarray(density, dtype=float))
    rho = np.array([density, np.zeros_like(density)])
    return np.asarray(libxc.eval_xc(code, rho, spin=1, deriv=0)[0]).ravel()


def eps_unpolarized(code, density):
    half = np.array([density / 2])
    rho = np.array([half, half])
    return float(np.ravel(libxc.eval_xc(code, rho, spin=1, deriv=0)[0])[0])


assert abs(eps_polarized("LDA_X", 1.0)[0] + C_POL) < 1e-6

# ---------- self-Hartree constants by Gaussian representation of 1/q^2, 1/r
GX, GW = np.polynomial.legendre.leggauss(60)


def gauss_moment(s, power):
    """Integral over 0<x<1 of (1-x)^power exp(-s^2 x^2)."""
    top = 7.0 / max(s, 7.0)
    x = 0.5 * top * (GX + 1)
    return 0.5 * top * np.sum(GW * (1 - x) ** power * np.exp(-(s * x) ** 2))


def half_line(f):
    return quad(f, 0, 3)[0] + quad(f, 3, np.inf)[0]


u_packet = 8 / (4 * PI**2) * half_line(lambda s: 2 * s * gauss_moment(s, 2)**3)
u_cube = half_line(lambda s: (2 * gauss_moment(s, 1)) ** 3) / np.sqrt(PI)

# uniform cube: compare with the mean inverse distance of random point pairs
rng = np.random.default_rng(7)
inverse = []
for _ in range(8):
    d = rng.random((500000, 3)) - rng.random((500000, 3))
    inverse.append(np.mean(1 / np.sqrt(np.sum(d * d, axis=1))))
u_cube_sampled = 0.5 * np.mean(inverse)
assert abs(u_cube_sampled - u_cube) < 0.003


def block_density(b, length, points):
    """1D density of the packet built from b adjacent plane waves."""
    coeff = np.zeros(points, dtype=complex)
    coeff[:b] = 1 / np.sqrt(b * length)
    return np.abs(np.fft.ifft(coeff) * points) ** 2


# packet: explicit plane-wave blocks with D = 1, Poisson sum, box -> infinity
sizes = [12, 24, 48, 64]
box_hartree = []
for M in sizes:
    length = 2 * PI * M
    rho = block_density(M, length, 2 * M)
    c2 = np.abs(np.fft.fft(rho) * length / (2 * M)) ** 2
    g2 = (np.fft.fftfreq(2 * M) * 2) ** 2
    G2 = g2[:, None, None] + g2[None, :, None] + g2[None, None, :]
    G2[0, 0, 0] = np.inf
    total = np.einsum("i,j,k,ijk->", c2, c2, c2, 1 / G2, optimize=True)
    box_hartree.append(2 * PI * total / length**3)
h = 1 / np.array(sizes, dtype=float)
basis = np.column_stack([np.ones(4), h, h**2, h**2 * np.log(h)])
u_packet_box = np.linalg.solve(basis, np.array(box_hartree))[0]
assert abs(u_packet_box - u_packet) < 1e-4

# ---------- self-exchange constant of the packet
t12, w12 = np.polynomial.legendre.leggauss(12)
y = PI * (np.arange(20000)[:, None] + 0.5 + 0.5 * t12)
half_sinc = np.sum(0.5 * PI * w12 * np.abs(np.sin(y) / y) ** (8 / 3))
line_integral = 4 * half_sinc * (2 * PI) ** (-4 / 3)
x_packet = C_POL * line_integral**3
M = 2000
rho = block_density(M, 2 * PI * M, 16 * M)
x_box = C_POL * (np.sum(rho ** (4 / 3)) * 2 * PI / 16) ** 3
assert abs(x_box - x_packet) < 1e-5
assert u_packet - x_packet > 5e-4

# ---------- distribution of ln n inside a packet (D = 1), for correlation
t6, w6 = np.polynomial.legendre.leggauss(6)
ys, ws, m = [], [], 0
while m < 1000:
    group = 1 + 2 * (m // 8)          # distant lobes are grouped
    ys.append(PI * (m + group // 2 + 0.5 + 0.5 * t6))
    ws.append(0.5 * PI * w6 * group)
    m += group
ys, ws = np.concatenate(ys), np.concatenate(ws)
p1 = (np.sin(ys) / ys) ** 2 / (2 * PI)
mass1, ln1 = 4 * ws * p1, np.log(p1)
ln3 = (ln1[:, None, None] + ln1[None, :, None] + ln1[None, None, :]).ravel()
mass3 = (mass1[:, None, None] * mass1[None, :, None] * mass1).ravel()
top = -3 * np.log(2 * PI)
bins = np.bincount(((top - ln3) / 0.01).astype(int), weights=mass3)
bin_n = np.exp(top - 0.01 * (np.arange(len(bins)) + 0.5))
del ln3, mass3
assert abs(bins.sum() - 1) < 1e-3
assert abs(C_POL * np.sum(bins * bin_n ** (1 / 3)) / x_packet - 1) < 1e-3


def packet_correlation(D):
    return np.sum(bins * eps_polarized("LDA_C_PW", D**3 * bin_n))


M = 16
rho = block_density(M, 2 * PI * M, 6 * M)
n3 = (rho[:, None, None] * rho[None, :, None] * rho).ravel()
ec_box = np.sum(n3 * eps_polarized("LDA_C_PW", n3)) * (2 * PI / 6) ** 3
ec_packet = packet_correlation(1.0)
assert abs(ec_box / ec_packet - 1) < 0.03

# ---------- dyadic tiling of the Fermi sphere (kF = 1)
a = 2 / np.sqrt(3)
sides, weights, covered = [], [], 0.0
for level in range(1, 10):
    r2 = 3 * 4 ** (level - 1)
    i2 = np.arange(1, int(np.sqrt(r2)) + 1) ** 2
    rest = r2 - i2[:, None] - i2[None, :]
    count = np.sum(np.floor(np.sqrt(np.maximum(rest, 0))))
    fraction = 8 * count * (a / 2**level) ** 3 / (4 * PI / 3)
    sides.append(a if level == 1 else a / 2**level)
    weights.append(fraction - covered)
    covered = fraction
sides, weights = np.array(sides), np.array(weights)
mean_side = np.sum(sides * weights)


def finite_blocks(M):
    """Split the k-points of a finite Fermi sphere into full cubic blocks."""
    c2 = (np.arange(-M, M) + 0.5) ** 2
    free = c2[:, None, None] + c2[None, :, None] + c2 <= 0.75 * M * M
    number = int(free.sum())
    core = (slice(M // 2, 3 * M // 2),) * 3
    assert free[core].all()
    free[core] = False
    found, b = [(M, np.array([[M // 2] * 3]))], M // 2
    while b >= 1:
        k = 2 * M // b
        view = free.reshape(k, b, k, b, k, b)
        full = view.all(axis=(1, 3, 5))
        found.append((b, np.argwhere(full) * b))
        view &= ~full[:, None, :, None, :, None]
        b //= 2
    assert not free.any()
    return number, found


# explicit localized orbitals: orthonormal, complete, uniform total density
N_small, found = finite_blocks(4)
kpts, rows = [], []
for b, origins in found:
    cell = np.array(list(np.ndindex(b, b, b)))
    for o in origins:
        k = cell + o - 4 + 0.5
        block = np.exp(-2j * PI * (cell / b) @ k.T) / b**1.5
        rows.append((len(kpts), block))
        kpts.extend(k)
kpts = np.array(kpts)
rotation = np.zeros((N_small, N_small), dtype=complex)
for start, block in rows:
    stop = start + len(block)
    rotation[start:stop, start:stop] = block
unitary_error = np.abs(rotation @ rotation.conj().T - np.eye(N_small)).max()
waves = np.exp(2j * PI * kpts @ rng.random((3, 20)))
orbital_densities = np.abs(rotation @ waves) ** 2
density_error = np.abs(orbital_densities.sum(axis=0) / N_small - 1).max()
assert unitary_error < 1e-10 and density_error < 1e-10
assert orbital_densities.max() > 5    # single orbitals are far from uniform

# finite spheres at fixed density: self-exchange per electron, two orbital sets
finite_table = []
for M in (16, 32, 64):
    length = np.sqrt(3) * PI * M      # makes kF = 1
    number, found = finite_blocks(M)
    local = 0.0
    for b, origins in found:
        rho = block_density(b, length, 16 * M)
        line = np.sum(rho ** (4 / 3)) * length / (16 * M)
        local -= len(origins) * b**3 * C_POL * line**3 / number
    finite_table.append((number, length, local, -C_POL / length))
limit_local = -x_packet * mean_side
assert abs(finite_table[-1][2] / limit_local - 1) < 0.02
assert abs(finite_table[-1][3]) < 0.2 * abs(finite_table[-1][2])


# ---------- PZ shifts per electron
def fermi(rs):
    return (9 * PI / 4) ** (1 / 3) / rs


def localized_shift(rs, subdivision=1):
    D = fermi(rs) * sides / subdivision
    exchange = -(u_packet - x_packet) * np.sum(weights * D)
    correlation = -sum(w * packet_correlation(d) for w, d in zip(weights, D))
    return exchange, correlation


def bloch_shift(rs, number):
    volume = 4 * PI / 3 * rs**3 * number
    length = volume ** (1 / 3)
    exc = (eps_polarized("LDA_X", 1 / volume)[0]
           + eps_polarized("LDA_C_PW", 1 / volume)[0])
    return length, -(u_cube / length + exc)


RS = 2.0
bloch = [(n, *bloch_shift(RS, n)) for n in (1e3, 1e5, 1e7, 1e9)]
for (n1, l1, s1), (n2, l2, s2) in zip(bloch, bloch[1:]):
    assert abs(s2) < 0.5 * abs(s1) and abs(n2 * s2) > abs(n1 * s1)
assert all(abs(s) * l < 1 for _, l, s in bloch)

wider = [(k, sum(localized_shift(RS, k))) for k in (1, 4, 16, 64)]
assert all(abs(q[1]) < abs(p[1]) for p, q in zip(wider, wider[1:]))
assert abs(wider[-1][1]) < 0.15 * abs(wider[0][1])
# the Bloch value decays only like N^(-1/3), so a very large N is needed here
assert abs(wider[0][1]) > 10 * abs(bloch[-1][2])
rs_zero = brentq(lambda r: sum(localized_shift(r)), 1e-3, 2.0, xtol=1e-6)
assert sum(localized_shift(rs_zero / 2)) < 0 < sum(localized_shift(2 * rs_zero))

# ---------- output
print(f"C of polarized LSDA exchange (hartree bohr): {C_POL:.5f}")
print(f"uniform cube, U*L (hartree bohr): {u_cube:.5f}")
print(f"  same from random pairs: {u_cube_sampled:.4f}")
print(f"packet u = U/D (hartree bohr): {u_packet:.6f}")
print(f"  same from finite boxes, extrapolated: {u_packet_box:.6f}")
print(f"packet line integral of p^(4/3), D=1: {line_integral:.6f}")
print(f"packet x = -E_x/D (hartree bohr): {x_packet:.6f}")
print(f"  same from a box with 2000 waves per axis: {x_box:.6f}")
print(f"u - x (hartree bohr): {u_packet - x_packet:.6f}")
print(f"packet E_c at D=1/bohr (hartree): {ec_packet:.6f}")
print(f"  same on a finite-box grid: {ec_box:.6f}")
print("tiling: cube side / kF, fraction of Fermi sphere")
for s, w in zip(sides[:5], weights[:5]):
    print(f"  {s:.5f}  {w:.5f}")
print(f"fraction covered by all {len(sides)} sizes: {covered:.5f}")
print(f"sum of fraction*side / kF: {mean_side:.5f}")
print(f"small sphere test, number of orbitals: {N_small}")
print(f"  largest n_i / mean n_i found: {orbital_densities.max():.1f}")
print("LSDA self-exchange per electron (hartree), kF=1/bohr, one spin:")
print("  N, L (bohr), localized, Bloch")
for n, l, loc, blo in finite_table:
    print(f"  {n:d}  {l:.1f}  {loc:.5f}  {blo:.5f}")
print(f"  infinite-box localized value: {limit_local:.5f}")
print(f"Bloch PZ correction, rs={RS:.0f} bohr:")
print("  N, L (bohr), per electron (hartree), total (hartree), localized/Bloch")
for n, l, s in bloch:
    print(f"  {n:.0e}  {l:.1f}  {s:.6f}  {n * s:.4g}  {wider[0][1] / s:.2f}")
print("localized PZ shift per electron (hartree):")
print("  rs (bohr), kF (1/bohr), exchange, correlation, sum, LSDA e_xc")
for rs in (0.02, 1.0, 2.0, 4.0):
    sx, sc = localized_shift(rs)
    n = 3 / (4 * PI * rs**3)
    exc = eps_unpolarized("LDA_X", n) + eps_unpolarized("LDA_C_PW", n)
    print(f"  {rs:g}  {fermi(rs):.4f}  {sx:.6f}  {sc:.6f}  {sx+sc:.6f}  {exc:.5f}")
    if rs == RS:
        main, ratio = sx + sc, 100 * (sx + sc) / abs(exc)
ex_ratio = (u_packet - x_packet) * mean_side / (3 / (4 * PI))
print(f"exchange shift / LSDA exchange energy: {100 * ex_ratio:.3f} percent")
print(f"rs=2 shift: {main:.6f} hartree = {main * EV:.4f} eV per electron")
print(f"  relative to |e_xc|: {ratio:.2f} percent")
print("rs=2, all cube sides divided by k: k, shift (hartree)")
for k, s in wider:
    print(f"  {k:d}  {s:.6f}")
print(f"localized shift changes sign at rs = {rs_zero:.4f} bohr")
print("finished without a failed check")
```

Output:

```
C of polarized LSDA exchange (hartree bohr): 0.93053
uniform cube, U*L (hartree bohr): 0.94116
  same from random pairs: 0.9414
packet u = U/D (hartree bohr): 0.086150
  same from finite boxes, extrapolated: 0.086148
packet line integral of p^(4/3), D=1: 0.444816
packet x = -E_x/D (hartree bohr): 0.081897
  same from a box with 2000 waves per axis: 0.081898
u - x (hartree bohr): 0.004253
packet E_c at D=1/bohr (hartree): -0.012034
  same on a finite-box grid: -0.012208
tiling: cube side / kF, fraction of Fermi sphere
  1.15470  0.36755
  0.28868  0.13783
  0.14434  0.18952
  0.07217  0.14645
  0.03608  0.07726
fraction covered by all 9 sizes: 0.99492
sum of fraction*side / kF: 0.50589
small sphere test, number of orbitals: 160
  largest n_i / mean n_i found: 53.2
LSDA self-exchange per electron (hartree), kF=1/bohr, one spin:
  N, L (bohr), localized, Bloch
  11152  87.1  -0.04546  -0.01069
  89168  174.1  -0.04320  -0.00534
  713176  348.2  -0.04224  -0.00267
  infinite-box localized value: -0.04143
Bloch PZ correction, rs=2 bohr:
  N, L (bohr), per electron (hartree), total (hartree), localized/Bloch
  1e+03  32.2  0.006445  6.445  0.68
  1e+05  149.6  0.002129  212.9  2.07
  1e+07  694.6  0.000585  5850  7.54
  1e+09  3224.0  0.000143  1.431e+05  30.83
localized PZ shift per electron (hartree):
  rs (bohr), kF (1/bohr), exchange, correlation, sum, LSDA e_xc
  0.02  95.9579  -0.206445  0.044685  -0.161759  -23.07727
  1  1.9192  -0.004129  0.009569  0.005440  -0.51794
  2  0.9596  -0.002064  0.006475  0.004411  -0.27384
  4  0.4798  -0.001032  0.004203  0.003171  -0.14641
exchange shift / LSDA exchange energy: 0.901 percent
rs=2 shift: 0.004411 hartree = 0.1200 eV per electron
  relative to |e_xc|: 1.61 percent
rs=2, all cube sides divided by k: k, shift (hartree)
  1  0.004411
  4  0.002102
  16  0.000779
  64  0.000246
localized shift changes sign at rs = 0.2039 bohr
finished without a failed check
```
